# Radical-limited etching at the floor of a deep hole

## The situation

A straight cylindrical hole is being etched in a low-pressure plasma. Neutral radicals arrive at its mouth from an isotropic gas, evenly over its area, with flux density $\nu_t$ (radicals per unit area and time). The same flux density falls on an open, flat surface of the same material. The following is assumed in parts (a) to (e).

- Radicals do not collide with one another or with other gas particles inside the hole.
- The side walls consume no radicals. They re-emit each one diffusely: the new direction follows the cosine law and does not depend on the old one.
- A radical that strikes the floor reacts with probability $S$. Otherwise it is re-emitted diffusely. The open surface has the same $S$.
- Etching is radical-limited: the etch rate is proportional to the number of radicals that react per unit area and time.
- The hole is in a steady state at fixed depth.

The transmission $K$ is the probability that a radical entering the mouth reaches the floor at all, rather than returning through the mouth first. It counts first arrivals and not later strikes by the same radical.

## Part (a)

**Question.** Let $\nu_b$ be the mean flux density striking the floor, repeated strikes included. Express the ratio of the floor etch rate $R_b$ to the open-surface etch rate $R_t$ through flux densities. Then show that a radical emitted by the floor leaves the hole, before striking the floor again, with probability $K$. State the condition for this.

**Answer.** Each strike leads to reaction with probability $S$, so with a common constant $c$ (volume of solid removed per reacted radical)

$$R_t = c\,S\,\nu_t,\qquad R_b = c\,S\,\nu_b,\qquad \frac{R_b}{R_t}=\frac{\nu_b}{\nu_t}.$$

The factor $S$ cancels here because it is the same on both surfaces. It will return through $\nu_b$, since the reaction probability governs how often an unreacted radical strikes again.

For the second statement, let $K'$ be the probability of passing from floor to mouth. Imagine the floor replaced by an opening to a second gas, identical to the one above the mouth. The whole system is then in equilibrium and there is no net flow through the tube. With mouth area $A_t$ and floor area $A_b$, the two opposite flows must be equal:

$$A_t\,\nu_t K = A_b\,\nu_t K'.$$

A straight hole has $A_t=A_b$, hence $K'=K$. The probabilities depend only on the geometry and on the law of wall re-emission, so they survive when the second gas is taken away.

The condition is that the floor emits as the imagined gas would, with a cosine distribution and uniformly over its area. The first is assumed. The second is an approximation, because radicals do not arrive quite evenly over the floor. Its cost is found in part (e). In a tapered hole the areas differ and $K'\neq K$.

## Part (b)

**Question.** Derive $R_b/R_t$ in terms of $K$ and $S$. For $K=0.1$ and $S=0.5$, show that it is about 0.18.

**Answer.** In the steady state every radical that enters must either leave or react. Per unit area of the mouth, which equals that of the floor, there are three fates:

- $(1-K)\nu_t$ return through the mouth without touching the floor;
- $(1-S)\nu_b$ are re-emitted by the floor, and a fraction $K$ of these escapes, giving $K(1-S)\nu_b$;
- $S\nu_b$ react at the floor.

The balance is therefore

$$\nu_t=(1-K)\nu_t+K(1-S)\nu_b+S\nu_b .$$

Subtracting $(1-K)\nu_t$ from both sides leaves the radicals that reach the floor at least once:

$$K\nu_t=\left[S+K(1-S)\right]\nu_b .$$

Dividing by $\nu_t$ and by the bracket, and using part (a),

$$\boxed{\frac{R_b}{R_t}=\frac{\nu_b}{\nu_t}=\frac{K}{S+K(1-S)}=\frac{K}{K+S-KS}}$$

For the given values,

$$\frac{R_b}{R_t}=\frac{0.1}{0.1+0.5-0.05}=\frac{0.1}{0.55}=\frac{2}{11}\approx 0.18 .$$

The ratio exceeds the transmission of 0.1 because half of the strikes do not consume the radical, and most of the radicals so released come back to the floor.

## Part (c)

**Question.** Obtain the same result by following successive strikes. Then state what becomes of 1000 entering radicals.

**Answer.** The number of first strikes per entering radical is $K$. For a radical to strike again, it must fail to react, with probability $1-S$, and then fail to escape, with probability $1-K$. Each generation of strikes is thus smaller than the last by the factor

$$q=(1-S)(1-K)=0.5\times0.9=0.45 .$$

The total number of strikes per entering radical is a geometric series:

$$\frac{\nu_b}{\nu_t}=K\left(1+q+q^2+\dots\right)=\frac{K}{1-q}.$$

Since $1-(1-S)(1-K)=S+K-KS$, this is the boxed formula. The first four terms are

$$0.1000+0.0450+0.0203+0.0091=0.1744,$$

which is already 96% of the full sum, 0.1818.

Of 1000 entering radicals, on average:

- $1000(1-K)=900$ never reach the floor;
- $1000\,S\,(\nu_b/\nu_t)=1000\times0.5\times0.1818=90.9$ react there;
- $1000\,K(1-S)(\nu_b/\nu_t)=1000\times0.1\times0.5\times0.1818=9.1$ touch the floor and escape.

The fraction consumed, 0.091, is not the etch-rate ratio. An open surface would itself consume only half of the radicals that strike it, and $0.0909/0.5=0.1818$.

## Part (d)

**Question.** Examine the limits of the formula. When may it be replaced by $K/S$? How sensitive is the result to errors in $K$ and $S$?

**Answer.** Three limits have a direct meaning.

- For $S=1$ the ratio is $K$. Each radical reacts at its first strike, so there are no later ones.
- For $S\to0$ at fixed $K>0$ the ratio tends to 1. Almost nothing is consumed, the hole fills until the flux density is the same everywhere, and the floor etches as fast as the open surface, though both etch slowly.
- For $K=1$ the ratio is 1 for any $S$. The floor is then fully exposed.

With $K$ held at 0.1, the ratio is 0.92 for $S=0.01$, 0.53 for $S=0.1$, 0.18 for $S=0.5$ and 0.10 for $S=1$. A less reactive radical gives a more even etch rate between floor and open surface.

The form $K/S$ neglects $K(1-S)$ beside $S$, that is, escape from the floor beside reaction there. It requires $K(1-S)\ll S$. Here the two terms are 0.05 and 0.5, and $K/S=0.20$ is 10% above the full result. For $S<K$ the short form would even exceed 1.

For the sensitivities, write $r=K/D$ with $D=S+K(1-S)$. Then $\ln r=\ln K-\ln D$, and since $\partial D/\partial K=1-S$ and $\partial D/\partial S=1-K$,

$$\frac{\partial\ln r}{\partial\ln K}=1-\frac{K(1-S)}{D}=\frac{S}{D}=\frac{0.5}{0.55}\approx0.91,$$

$$\frac{\partial\ln r}{\partial\ln S}=-\frac{S(1-K)}{D}=-\frac{0.45}{0.55}\approx-0.82 .$$

A small relative error in $K$ passes almost undiminished into the ratio. One in $S$ passes with the opposite sign and about four fifths of its size.

## Part (e)

**Question.** The hole has a diameter $d=100$ nm, and the open surface etches at 200 nm/min. Explain how to find the depth $L$ at which $K=0.1$, and give the floor etch rate. How much does the assumption of uniform floor emission matter?

**Answer.** Divide the wall into rings and the floor into annuli. Let $A_i$ be the area of element $i$, $H_i$ the flux density striking it in units of $\nu_t$, and $s_i$ the probability that a strike removes the radical. Diffuse emission from element $j$ reaches element $i$ in proportion to

$$X_{ij}=\int_{A_i}\!\int_{A_j}\frac{\cos\theta_i\cos\theta_j}{\pi\rho^2}\,dA_j\,dA_i ,$$

where $\rho$ is the distance between two surface points and the angles are measured from the surface normals. With the index 0 for the mouth, the supply to each element is

$$A_iH_i=X_{i0}+\sum_j X_{ij}(1-s_j)H_j .$$

This is a set of linear equations. Setting $s=0$ on the wall and $s=1$ on the floor makes every floor strike a first strike, so the mean floor flux density is then $K$. With 240 rings and 12 annuli, a root search for $K=0.1$ gives

$$L\approx1110\ \text{nm},\qquad L/d\approx11.1 .$$

The floor etch rate is

$$R_b=0.1818\times200\ \text{nm/min}=36.4\ \text{nm/min}.$$

This is an instantaneous rate. One minute of etching deepens the hole by about 3%, which lowers $K$ and hence the rate.

To judge the uniform-emission assumption, solve the same equations with $s=0.5$ on the floor. No balance formula enters, and the uneven arrival of radicals is retained. The ratio is again 0.1818, and the formula differs from it by 0.02%. Doubling the number of elements changes $K$ by 0.04%. The difference itself was not recomputed with more elements, so only its smallness should be relied on. Over twelve cases, with $L/d=1$, 4 and 11.1 and $S=0.02$, 0.1, 0.3 and 0.7, the largest difference is about 0.1% of the directly computed ratio. For these holes the approximation is harmless.

A Monte Carlo calculation that follows 400,000 radicals from wall to wall shows the separate parts of the argument. Its uncertainties are one standard error.

- First arrival at the floor: $0.1000\pm0.0005$.
- Escape after emission from the floor: $0.0990\pm0.0016$, in agreement with $K'=K$.
- Etch-rate ratio: $0.1817\pm0.0009$.

## Part (f)

**Question.** Real walls consume some radicals. Find the mean number of wall strikes per entering radical in the hole of part (e), and judge how small the loss probability $w$ per wall strike must be.

**Answer.** Start with $w=0$. Let $h(z)$ be the flux density on the wall at depth $z$, in units of $\nu_t$, when the mouth is the sole source and the floor absorbs everything. By mirror symmetry, a floor emitting uniformly with unit flux density, while no radicals enter at the mouth, produces $h(L-z)$. Both sources together reproduce equilibrium, in which the flux density is 1 everywhere:

$$h(z)+h(L-z)=1 .$$

Averaging over $z$ gives $\bar h=1/2$. In the actual hole the floor emits $B=(1-S)\nu_b/\nu_t=0.5\times0.1818=0.0909$, so the mean flux density on the wall is $(1+B)/2=0.545$. The wall area divided by the mouth area is $\pi dL/(\pi d^2/4)=4L/d=44.4$. Each entering radical therefore makes on average

$$44.4\times0.545\approx24$$

wall strikes. The radicals that eventually react make many more, as the effect of wall loss reveals. A path with $n$ wall strikes survives with probability $(1-w)^n$, so the ratio is reduced by the average of this factor over the radicals that would react at $w=0$:

$$\frac{r(w)}{r(0)}=\left\langle(1-w)^n\right\rangle\ \ge\ 1-w\langle n\rangle .$$

The equations of part (e), with $s=w$ on the wall and the depth and $S$ held fixed, give:

| Wall loss probability $w$ | Etch-rate ratio |
|---|---|
| 0 | 0.182 |
| 0.001 | 0.166 |
| 0.01 | 0.084 |
| 0.1 | 0.0065 |

At $w=0.001$ the ratio falls by $1-0.1658/0.1818=0.088$. The inequality then requires $\langle n\rangle\ge0.088/0.001=88$. A loss of one in a thousand per strike is thus already visible, and its effect reveals how often these radicals strike the wall. The ratio has fallen by 10% at $w=1.15\times10^{-3}$, and at $w=0.01$ it is less than half its original value. A Monte Carlo run with 400,000 radicals at $w=0.01$ gives $0.0847\pm0.0006$, consistent with the table.

The value 0.18 thus requires $w$ well below $10^{-3}$ in this hole, if it is to hold to a few per cent.

## Part (g)

**Question.** Suppose that reacted radicals occupy surface sites until ions remove them. Let $\theta$ be the occupied fraction, and let the reaction probability be $S(1-\theta)$, with $S=0.5$ now the value for a bare surface. Ions reach floor and open surface equally. Define $x$ as the radical uptake rate of a bare open surface, $S\nu_t$, divided by the ion-driven removal rate at full coverage. Find the ratio for $x=0.1$ and $x=1$, with inert walls and $K=0.1$.

**Answer.** Write $g=\nu_b/\nu_t$. In units of the full-coverage removal rate, uptake at the floor is $xg(1-\theta_b)$ and removal is $\theta_b$. In the steady state they are equal:

$$xg(1-\theta_b)=\theta_b\quad\Rightarrow\quad 1-\theta_b=\frac{1}{1+xg}.$$

At the open surface $g$ is replaced by 1, so $1-\theta_t=1/(1+x)$. The reaction probabilities now differ and no longer cancel:

$$\frac{R_b}{R_t}=\frac{\nu_b(1-\theta_b)}{\nu_t(1-\theta_t)}=\frac{g(1+x)}{1+xg}.$$

The balance of part (b) holds with the floor's own reaction probability $S_b=S/(1+xg)$. Written as $g\,[K+(1-K)S_b]=K$ and multiplied by $1+xg$, it becomes

$$Kx\,g^2+\left[K+(1-K)S-Kx\right]g-K=0 .$$

For $x=1$ this is $0.1g^2+0.45g-0.1=0$. Its positive root is $g=0.212$, so $R_b/R_t=2\times0.212/1.212=0.35$. For $x=0.1$ it is $0.01g^2+0.54g-0.1=0$, with $g=0.185$ and $R_b/R_t=0.20$.

For $x\to0$ the ratio returns to 0.18, so the radical-limited regime means $x\ll1$. As $x$ grows, the open surface saturates before the floor does, and the ratio rises. For $x\to\infty$ the quadratic reduces to $g(g-1)=0$. Its positive root is $g=1$, and the ratio tends to 1: both surfaces then etch at the rate set by the ions.

## Part (h)

**Question.** The gas is at 20 mTorr and 400 K. Is collisionless flow justified? Compare the model with real contact-hole etching.

**Answer.** For hard spheres of diameter $\sigma=0.4$ nm, a rough molecular size, the mean free path at pressure $p$ and temperature $T$ is

$$\lambda=\frac{k_BT}{\sqrt2\,\pi\sigma^2p}=2.9\ \text{mm}.$$

The relevant length is the whole zigzag path and not the depth. In the Monte Carlo calculation of part (e), radicals that react at the floor have travelled 9.5 µm on average inside the hole. This gives about $3\times10^{-3}$ gas collisions per reacting radical, if the gas in the hole is no denser than outside. Collisionless flow is well justified.

The diameter, pressure, aspect ratio and $S=0.5$ are illustrative values and describe no particular process. With inert walls, a smaller $S$ would bring the ratio closer to 1, as part (d) shows. Wall loss would keep it below 1 even for $S\to0$, because radicals would still be consumed on the way. The inert wall is a doubtful assumption, since radicals can recombine or form deposits there. For this hole, $w=0.01$ lowers the ratio from 0.18 to 0.08, whereas a limited ion supply with $x=1$ raises it to 0.35, provided that the ion flux density at the floor equals that at the open surface. If far fewer ions reach the floor, the ratio can fall instead. The figure 0.18 is therefore a result for inert walls and ample ion supply, and a measured ratio near it would not by itself show that both conditions hold.
